# Splitting of the silicon Δ valleys by biaxial (001) strain

Strain is dimensionless, so the coefficient that relates a small strain to an energy shift is itself an energy. For one conduction valley and a homogeneous strain with symmetric tensor \(\varepsilon_{ij}\), the most general linear shift is

\[
\delta E=\sum_{ij}D_{ij}\,\varepsilon_{ij},\qquad D_{ij}=D_{ji}.
\tag{1}
\]

Symmetry reduces the six independent numbers in \(D\) to two. Silicon has six conduction minima, at \(\pm k_0\) along each cubic axis, on the lines called \(\Delta\). Take the minimum on \([001]\). The unstrained crystal has a fourfold operation about \(z\) that leaves this wavevector in place. In the diamond structure the rotation is combined with a fractional translation, but a translation does not alter a homogeneous strain. Under the rotation \(R\), which takes \(x\) into \(y\) and \(y\) into \(-x\), the tensor becomes \(D'=RDR^{T}\), with

\[
D'_{xx}=D_{yy},\quad D'_{xy}=-D_{xy},\quad D'_{xz}=-D_{yz},\quad D'_{yz}=D_{xz}.
\]

Since the valley is unchanged, \(D'=D\). The second relation gives \(D_{xy}=0\). The last two give \(D_{xz}=-D_{yz}\) and \(D_{yz}=D_{xz}\), so both vanish. What remains is \(D_{xx}=D_{yy}\) and an independent \(D_{zz}\). Define

\[
\Xi_d=D_{xx},\qquad \Xi_u=D_{zz}-D_{xx}.
\tag{2}
\]

These are the dilation and uniaxial deformation potentials. The cubic rotations carry the \([001]\) valley into the others, so a valley along the unit vector \(\mathbf n\) has \(D_{ij}=\Xi_d\delta_{ij}+\Xi_u n_in_j\), and

\[
\delta E_{\mathbf n}=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n .
\tag{3}
\]

Biaxial (001) strain means \(\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel\), \(\varepsilon_{zz}=\varepsilon_\perp\) and no shear, with tension counted positive. Its trace is \(2\varepsilon_\parallel+\varepsilon_\perp\). Call the two valleys on \(\pm[001]\) \(\Delta_2\), and the four on \(\pm[100]\) and \(\pm[010]\) \(\Delta_4\). Equation (3) gives

\[
\begin{aligned}
\delta E(\Delta_2)&=\Xi_d(2\varepsilon_\parallel+\varepsilon_\perp)+\Xi_u\varepsilon_\perp,\\
\delta E(\Delta_4)&=\Xi_d(2\varepsilon_\parallel+\varepsilon_\perp)+\Xi_u\varepsilon_\parallel .
\end{aligned}
\]

The six valleys start at the same energy and the dilation terms are equal, so subtraction leaves

\[
\Delta E\equiv E(\Delta_2)-E(\Delta_4)=\Xi_u(\varepsilon_\perp-\varepsilon_\parallel)+O(\varepsilon^2).
\tag{4}
\]

"Perpendicular" and "in-plane" refer to the direction of the valley axis relative to the (001) plane. Energies are electron energies. Confinement, alloying, spin-orbit coupling and valley-orbit splitting are left out.

The linear form (1) assumed that the energy of a minimum can be expanded in strain, even though the minimum moves and the Brillouin zone deforms. To justify this, let the lattice points move from \(\mathbf r\) to \((1+\varepsilon)\mathbf r\). Reciprocal vectors then become \((1+\varepsilon)^{-1}\mathbf G\), because their scalar products with lattice vectors must stay the same multiples of \(2\pi\). Label each Bloch state by the unstrained vector \(\mathbf k\), so that its physical wavevector is \((1+\varepsilon)^{-1}\mathbf k\). The set of plane-wave labels is then the same for every strain, and strain enters through the Hamiltonian matrix alone. A homogeneous strain preserves lattice periodicity, so it does not mix valleys at different \(\mathbf k\).

The two atoms in the cell could also shift relative to each other. Biaxial (001) strain does not cause this. Each atom keeps a fourfold rotation-inversion axis along \(z\), which reverses the \(z\) component of a vector and turns its in-plane part by a quarter turn. No nonzero force on the atom survives both actions, so the sublattices follow the homogeneous deformation.

Now let the strain have a fixed pattern and amplitude \(s\), and let \(\kappa\) be the displacement of the minimum along its axis in the unstrained label. The band is nondegenerate at the minimum, so its energy can be expanded:

\[
E(\kappa,s)=E_0+Ds+\tfrac12A\kappa^2+B\kappa s+\tfrac12Cs^2+\dots,\qquad A>0.
\]

There is no term linear in \(\kappa\) alone, because \(\kappa=0\) is the unstrained minimum. Setting \(\partial E/\partial\kappa=A\kappa+Bs=0\) gives \(\kappa=-Bs/A\). Inserting this,

\[
E_{\min}=E_0+Ds+\tfrac12\left(C-\frac{B^2}{A}\right)s^2+\dots,
\tag{5}
\]

since \(\tfrac12A\kappa^2=B^2s^2/2A\) and \(B\kappa s=-B^2s^2/A\). The valley moves at first order, but its motion changes the energy only at second order. Shear can also move the minimum off its axis; the same argument then holds with \(\kappa\) and \(B\) as vectors and \(A\) as a positive definite matrix. The linear coefficient \(D\) can therefore be calculated at the fixed label \(k_0\).

The same coefficient can be found from the unstrained wavefunction. If \(c\) is a normalized real eigenvector, \(E=c^{T}Hc\). Differentiating produces \(c^{T}(\partial H)c\) plus \(2E\,c^{T}\partial c\), and the second term vanishes because \(c^{T}c=1\). Hence \(D_{ij}=\langle\partial H/\partial\varepsilon_{ij}\rangle\).

For a local pseudopotential, write \(\mathbf p=\mathbf k+\mathbf G\) and \(\mathbf d=\mathbf G-\mathbf G'\). With the origin at the midpoint of a bond, the matrix is real:

\[
H_{\mathbf G\mathbf G'}=\frac{\hbar^2}{2m}\left|(1+\varepsilon)^{-1}\mathbf p\right|^2\delta_{\mathbf G\mathbf G'}
+\frac{S(\mathbf d)\,V\!\left(|(1+\varepsilon)^{-1}\mathbf d|^2\right)}{\det(1+\varepsilon)} .
\]

Here \(m\) is the free-electron mass and \(V\) is a function of the squared wavevector. The structure factor \(S=\cos(\mathbf d\cdot\boldsymbol\tau)\), where \(\pm\boldsymbol\tau\) are the atomic positions, does not change when positions and reciprocal vectors transform together. The determinant appears because a fixed atomic potential is spread over a larger cell. To first order,

\[
|(1+\varepsilon)^{-1}\mathbf p|^2=p^2-2\,\mathbf p\cdot\varepsilon\cdot\mathbf p,
\qquad \frac1{\det(1+\varepsilon)}=1-\mathrm{Tr}\,\varepsilon ,
\]

and the first expansion holds for \(\mathbf d\) as well. With \(V'=dV/d(d^2)\), collecting the coefficient of \(\varepsilon_{ij}\) gives

\[
D_{ij}=-\frac{\hbar^2}{m}\langle p_ip_j\rangle
-\sum_{\mathbf G\ne\mathbf G'}c_{\mathbf G}c_{\mathbf G'}S(\mathbf d)\left[2V'd_id_j+\delta_{ij}V\right].
\tag{6}
\]

The term \(\mathbf d=0\), the average potential, has been set to zero. Restoring it would add the same amount to \(D_{xx}\), \(D_{yy}\) and \(D_{zz}\). It would change \(\Xi_d\) but not

\[
\Xi_u=-\frac{\hbar^2}{m}\langle p_z^2-p_x^2\rangle
-2\sum_{\mathbf G\ne\mathbf G'}c_{\mathbf G}c_{\mathbf G'}S(\mathbf d)V'(d_z^2-d_x^2).
\tag{7}
\]

The valley splitting is thus independent of the energy reference, whereas the absolute shift of a valley needs a common reference for crystals of different volume. Equation (7) also shows what enters \(\Xi_u\): the anisotropy of the valley state and, in the second term, the slopes \(V'\) that weight it. Two potentials with the same values at the reciprocal vectors give the same unstrained state, but they can give different \(\Xi_u\) if their slopes differ. Stretching the crystal along \(z\) lowers the kinetic energy stored in \(p_z\), and the change of the potential with reciprocal-vector length adds a second contribution. Symmetry does not fix the sign of the sum.

The splitting is distributed unequally because the two groups contain different numbers of valleys. The mean of the six shifts is

\[
\overline{\delta E}=\frac{2\,\delta E(\Delta_2)+4\,\delta E(\Delta_4)}6
=\left(\Xi_d+\frac{\Xi_u}{3}\right)(2\varepsilon_\parallel+\varepsilon_\perp),
\tag{8}
\]

where the uniaxial part follows from \((2\varepsilon_\perp+4\varepsilon_\parallel)/6=(2\varepsilon_\parallel+\varepsilon_\perp)/3\). Subtracting the mean,

\[
\begin{aligned}
\delta E(\Delta_2)-\overline{\delta E}&=\Xi_u\left(\varepsilon_\perp-\frac{2\varepsilon_\parallel+\varepsilon_\perp}{3}\right)=\frac23\Delta E,\\
\delta E(\Delta_4)-\overline{\delta E}&=\Xi_u\left(\varepsilon_\parallel-\frac{2\varepsilon_\parallel+\varepsilon_\perp}{3}\right)=-\frac13\Delta E .
\end{aligned}
\tag{9}
\]

If \(\varepsilon_\perp=\varepsilon_\parallel\), the strain is hydrostatic, the crystal remains cubic, and the six valleys stay degenerate at any strain for which they exist.

In a film matched to a substrate, \(\varepsilon_\parallel\) is imposed and \(\varepsilon_\perp\) follows from elasticity. This holds while the film stays coherent. At 1 % mismatch the equilibrium thickness for dislocation formation is of the order of 10 nm, and in a film that thin confinement, left out here, adds a valley splitting of its own, of the order of 10 meV or more. For a cubic crystal without shear, the elastic energy density is

\[
U=\tfrac12C_{11}(2\varepsilon_\parallel^2+\varepsilon_\perp^2)+C_{12}(\varepsilon_\parallel^2+2\varepsilon_\parallel\varepsilon_\perp).
\]

A free surface exerts no normal stress, so \(\sigma_{zz}=\partial U/\partial\varepsilon_\perp=C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel=0\). Therefore

\[
\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\varepsilon_\parallel,
\qquad
\Delta E=-\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon_\parallel .
\tag{10}
\]

For positive \(\Xi_u\) and \(C_{12}\), in-plane tension lowers \(\Delta_2\) relative to \(\Delta_4\), and compression does the reverse. The perpendicular contraction increases the splitting. If the film were instead held at constant thickness, \(\varepsilon_\perp=0\), the result would be \(\Delta E=-\Xi_u\varepsilon_\parallel\). Knowing the in-plane strain is therefore not enough: the mechanical condition along the normal must also be stated.

A second loading case is uniaxial stress along \([001]\) with free sides. It produces a strain of the same form, so (4) still applies. The in-plane stress is \(\sigma_{xx}=(C_{11}+C_{12})\varepsilon_\parallel+C_{12}\varepsilon_\perp\). Subtracting it from \(\sigma_{zz}\) gives, for either loading,

\[
\sigma_{zz}-\sigma_{xx}=(C_{11}-C_{12})(\varepsilon_\perp-\varepsilon_\parallel),
\qquad
\Delta E=\Xi_u\frac{\sigma_{zz}-\sigma_{xx}}{C_{11}-C_{12}} .
\tag{11}
\]

Within linear elasticity and the linear law (4), tension along \([001]\) and equal biaxial tension in the (001) plane thus split the valleys in opposite senses, and equal stresses give equal magnitudes to first order in the strain. Uniaxial stress along an in-plane axis is a different case: it singles out the valleys on that axis.

For a numerical example, take a diamond-structure model crystal with lattice constant \(a=5.4\) Å, \(C_{11}=160\) GPa and \(C_{12}=64\) GPa. Let \(x\) be the squared wavevector in units of \((2\pi/a)^2\). The pseudopotential is \((16-x)^3\) times a cubic polynomial for \(x<16\), and zero beyond. The polynomial is fixed by requiring the pseudopotential to take the values \(-0.60\), \(-0.22\), \(0.05\) and \(0.07\) Ry at \(x=0,3,8,11\). These round parameters give a crystal with six \(\Delta\) valleys; they do not predict silicon's own deformation potential. The basis consists of the 169 shortest reciprocal vectors.

The unstrained minimum lies at \(k_0=0.8535\,(2\pi/a)\). Equation (6), evaluated with its eigenvector, gives \(D_{xx}=-10.387\) eV and \(D_{zz}=-0.533\) eV, so

\[
\Xi_u=-0.533-(-10.387)=9.854\ \text{eV}.
\]

Enlarging the basis to 307 plane waves changes this by less than 1 meV. The value \(\Xi_d=D_{xx}\) belongs to the convention of zero average potential and has no meaning apart from it.

Impose \(\varepsilon_\parallel=1.00\,\%\). The free surface gives

\[
\varepsilon_\perp=-\frac{2\times64}{160}\times1.00\,\%=-0.80\,\%,
\qquad \varepsilon_\perp-\varepsilon_\parallel=-1.80\,\% ,
\]

and the linear law predicts

\[
\Delta E=9.854\ \text{eV}\times(-0.0180)=-0.1774\ \text{eV}=-177.4\ \text{meV}.
\]

By (9), \(\Delta_2\) lies 118.2 meV below the six-valley mean and \(\Delta_4\) lies 59.1 meV above it.

This prediction uses the unstrained state alone. For comparison, the Hamiltonian of the strained crystal was diagonalized and the energy minimized again along all six axes. The two perpendicular valleys remain degenerate with each other, as do the four in-plane ones, and the splitting is \(-179.5\) meV. The linear law misses 2.2 meV, or 1.2 % of the linear value. In the unstrained label, the minima have moved from 0.8535 to 0.8478 for \(\Delta_2\) and to 0.8551 for \(\Delta_4\), in units of \(2\pi/a\). Both the first-order motion and its second-order energy in (5) are included in the full result.

At 1 % compression the linear law gives \(+177.4\) meV and the full calculation \(+174.9\) meV. The full splitting is lower than the linear one by 2.2 meV in tension and by 2.5 meV in compression. A remainder odd in strain would change sign when the strain is reversed. This one keeps its sign and nearly its size, so its even part, led by the quadratic term, dominates here. It enlarges the magnitude of the splitting in tension and reduces it in compression. Half the difference between the two full splittings removes the even terms:

\[
\frac{-179.5-174.9}{2}\ \text{meV}=-177.2\ \text{meV},
\]

which agrees with the linear prediction to about 0.1 %. At a quarter of the tensile strain the remainder falls from 2.16 to 0.14 meV, a factor of about 15, close to the 16 expected of a quadratic term.

The slope at vanishing strain is a sharper test. Equation (10) predicts \(-9.854\times1.8=-17.737\) eV per unit \(\varepsilon_\parallel\), and finite differences of the relocated minima give the same value to the digits quoted. The mean shift (8) passes the same test. Equation (3) was also tested for a general strain tensor with shear, in all six valleys, at fixed \(k_0\) and without relative displacement of the sublattices. Hydrostatic strain of 1 % left the perpendicular and in-plane valleys degenerate to rounding error. The values are in the numerical output.

At 300 K the thermal energy is 25.9 meV, so the full tensile splitting is 6.9 times larger. In the nondegenerate limit, a state at the bottom of \(\Delta_4\) is occupied less often than one at the bottom of \(\Delta_2\) by a factor \(e^{-6.9}\approx10^{-3}\). In this model, 1 % tension therefore puts nearly all electrons in the two perpendicular valleys as long as the electron gas is nondegenerate. At densities that push the Fermi level up by an amount comparable with the splitting, \(\Delta_4\) fills again.

The linear law requires more than a numerically small strain. Suppose that strain couples the valley state to a neighbouring band, at an energy \(\delta\) above it, through a matrix element \(W\varepsilon\). Second-order perturbation theory then adds \(-W^2\varepsilon^2/\delta\) to the valley energy. This is small compared with a linear shift of order \(\Xi_u\varepsilon\) when \(W^2|\varepsilon|\ll|\Xi_u|\delta\), and the perturbation expansion itself needs \(|W\varepsilon|\ll\delta\). A close band thus shortens the linear range, provided symmetry allows \(W\ne0\). The band that approaches the \(\Delta\) valley near the zone boundary has a different symmetry: biaxial (001) strain does not couple it to the valley state, whereas the shear \(\varepsilon_{xy}\) does so for the \([001]\) valleys. If shear is present, the sublattices may also shift relative to each other, and the second-order terms must be calculated with that displacement included. For pure biaxial (001) strain this displacement is absent, and (4) gives the leading splitting once \(\Xi_u\) and both strain components are known.

## Computed values

```
Lattice constant: 5.40 angstrom
Pseudopotential at squared wavevector 0: -0.60 Ry
Pseudopotential at squared wavevector 3: -0.22 Ry
Pseudopotential at squared wavevector 8: 0.05 Ry
Pseudopotential at squared wavevector 11: 0.07 Ry
Pseudopotential cutoff, squared wavevector: 16 (2 pi/a)^2
Plane waves in basis: 169
Plane waves in larger basis: 307
Kinetic unit hbar^2(2 pi/a)^2/2m: 5.1582 eV
C11: 160 GPa
C12: 64 GPa
Unstrained valley position: 0.8535 (2 pi/a)
D_xx = Xi_d (average potential set to zero): -10.3871 eV
D_zz = Xi_d + Xi_u: -0.5332 eV
Xi_u from unstrained state: 9.8539 eV
Xi_u in larger basis: 9.8546 eV
Largest error, general strain test: 2.8e-06 eV
Splitting per unit eps_par, linear law: -17.7370 eV
Splitting per unit eps_par, minima: -17.7370 eV
Mean shift per unit eps_par, law: -8.5230 eV
Mean shift per unit eps_par, minima: -8.5230 eV
Hydrostatic 1% strain, splitting size: 3.0e-14 eV
Example eps_par: 1.00 %
Example eps_perp: -0.80 %
Example eps_perp - eps_par: -1.80 %
Tension, linear splitting: -177.37 meV
Tension, full splitting: -179.53 meV
Tension, full minus linear: -2.161 meV
Quarter strain, full minus linear: -0.142 meV
Compression, linear splitting: 177.37 meV
Compression, full splitting: 174.91 meV
Linear Delta2 shift from mean: -118.25 meV
Linear Delta4 shift from mean: 59.12 meV
Full Delta2 shift from mean: -119.69 meV
Full Delta4 shift from mean: 59.84 meV
Delta2 position, unstrained label: 0.8478 (2 pi/a)
Delta4 position, unstrained label: 0.8551 (2 pi/a)
Thermal energy at 300 K: 25.85 meV
Full splitting size / thermal energy: 6.94
```
